# Hull function and small denominators in the incommensurate Frenkel-Kontorova chain, part 1

(Sections cited here and not found follow in the second part.)

A row of atoms in a thin film is held together by its own bonds and lies on a crystal whose lattice period differs from that of the film. The simplest model of this competition is the Frenkel-Kontorova chain: point atoms at positions $x_n$ on a line, joined by harmonic springs of constant $k$ and natural length $b$, in a rigid periodic potential of period $a$,

$$E=\sum_n\left[\frac k2\,(x_{n+1}-x_n-b)^2+V_0\left(1-\cos\frac{2\pi x_n}{a}\right)\right],\qquad V_0>0 .$$

The atoms are classical and at rest. The winding number $w$ is the mean spacing of the atoms divided by $a$. The chain is called incommensurate when $w$ is irrational. The problem asks how such a chain deforms when the potential is weak, and what happens to the answer when $w$ comes close to a fraction.

## First half: the hull function and its expansion

### (a) The equation for the hull function

**Write the force balance in dimensionless form. Look for a state in which the displacement of each atom depends only on where its undisplaced position lies within the substrate period, and find the equation that this displacement obeys.**

*Solution.* The atom $n$ appears in two bonds and one potential term, so

$$\frac{\partial E}{\partial x_n}=k(x_n-x_{n-1}-b)-k(x_{n+1}-x_n-b)+\frac{2\pi V_0}{a}\sin\frac{2\pi x_n}{a}=0 .$$

The length $b$ cancels, which leaves

$$k(x_{n+1}-2x_n+x_{n-1})=\frac{2\pi V_0}{a}\sin\frac{2\pi x_n}{a}.$$

The natural length therefore has no part in the force balance at given $w$. It returns in part (e), where $w$ is free to adjust. Multiply by $2\pi/(ka)$ and set $y_n=2\pi x_n/a$:

$$y_{n+1}-2y_n+y_{n-1}=K\sin y_n,\qquad K=\frac{4\pi^2V_0}{ka^2}.$$

The number $K$ compares the substrate force with the bond stiffness.

With no potential the atoms are evenly spaced, with phases $\phi_n=2\pi nw+\phi_0$. We now assume the form

$$y_n=\phi_n+G(\phi_n),\qquad G(\phi+2\pi)=G(\phi),$$

with $G$ continuous. The function $G$ is the periodic part of the hull function $\phi+G(\phi)$; the displacement in length units is $aG/2\pi$. Since $\phi_n$ is linear in $n$, its second difference vanishes. Since $\phi_{n\pm1}=\phi_n\pm2\pi w$, the force balance becomes

$$G(\phi+2\pi w)-2G(\phi)+G(\phi-2\pi w)=K\sin\big(\phi+G(\phi)\big) \tag{1}$$

at every $\phi=\phi_n$. For irrational $w$ these phases fill the interval from $0$ to $2\pi$ densely, so by continuity (1) holds for all $\phi$.

One freedom remains. If $G$ solves (1), so does $H(\phi)=G(\phi+c)+c$, because $\phi+H(\phi)$ is the old hull function taken at $\phi+c$. The mean of $H$ exceeds that of $G$ by $c$, so we can choose $c$ to give zero mean, and do so from here on.

### (b) First order in the potential

**Show how the left side of (1) acts on a single harmonic. Then find $G$ to first order in $K$, and show that a zero-mean solution can be continued to every order when $w$ is irrational.**

*Solution.* Call the left side $LG$. On a harmonic,

$$L\,e^{im\phi}=\left(e^{2\pi imw}-2+e^{-2\pi imw}\right)e^{im\phi}=-D_m\,e^{im\phi},$$

$$D_m=2-2\cos(2\pi mw)=4\sin^2(\pi mw).$$

Because $D_{-m}=D_m$, the same factor applies to $\sin m\phi$. For irrational $w$ the product $mw$ is never an integer when $m\neq0$, so $D_m>0$ for every $m\ne0$.

Insert $G=KG_1+K^2G_2+K^3G_3+\dots$ There is no term of order zero, since $LG_0=0$ allows a constant only, and the zero mean removes it. At first order the sine on the right is taken at $G=0$:

$$LG_1=\sin\phi\quad\Rightarrow\quad G_1=-\frac{\sin\phi}{D_1}=-\frac{\sin\phi}{2-2\cos2\pi w}. \tag{2}$$

In length units the displacement is $-(2\pi V_0/kaD_1)\sin\phi$. The sign is as it should be: an atom slightly to the right of a well, $\phi>0$, moves to the left, towards the well.

The denominator is the stiffness of the chain against the wave that the substrate imposes. From one atom to the next this wave advances in phase by $2\pi w$. At $w$ near $1/2$ neighbours are pushed in opposite directions, the bonds are strained most for a given amplitude, and $D_1$ is near its largest value, 4. Near an integer, neighbours are pushed almost alike, the wave is long, and $D_1\approx4\pi^2(w-p)^2$ with $p$ that integer. A long wave costs little bond energy, so the response is large. First order requires $|G|\ll1$, hence $K\ll D_1$ and not merely $K\ll1$.

The constant harmonic needs care, because $D_0=0$: a source with a nonzero mean could not be balanced. Suppose $G_1,\dots,G_{j-1}$ are odd in $\phi$. Then $\phi+G$, cut off at that order, is odd, and so is its sine. The source of $G_j$ is a coefficient in the expansion of this sine, so it is odd and has zero mean. The operator $L$ does not mix odd and even functions, so $G_j$ is odd too. As $G_1$ is odd, the argument carries through all orders. Each $G_j$ exists and is unique for irrational $w$. Whether the sum over $j$ converges is a separate question.

### (c) Second and third order

**Find $G_2$ and $G_3$, and compare with a relaxed chain.**

*Solution.* Expand the sine about $\phi$:

$$\sin(\phi+G)=\sin\phi+G\cos\phi-\tfrac12G^2\sin\phi+\dots$$

Collecting powers of $K$, with the factor $K$ in front of the sine counted, gives

$$LG_2=G_1\cos\phi,\qquad LG_3=G_2\cos\phi-\tfrac12G_1^2\sin\phi .$$

For the second order,

$$G_1\cos\phi=-\frac{\sin\phi\cos\phi}{D_1}=-\frac{\sin2\phi}{2D_1}
\quad\Rightarrow\quad G_2=\frac{\sin2\phi}{2D_1D_2},$$

where division by $-D_2$ has reversed the sign. For the third order use $\cos\phi\sin2\phi=\frac12(\sin3\phi+\sin\phi)$ and $\sin^3\phi=\frac14(3\sin\phi-\sin3\phi)$:

$$LG_3=\frac{\sin3\phi+\sin\phi}{4D_1D_2}-\frac{3\sin\phi-\sin3\phi}{8D_1^2}.$$

Dividing each harmonic by its own $-D_m$ gives

$$G_3=-\frac1{D_3}\left[\frac1{4D_1D_2}+\frac1{8D_1^2}\right]\sin3\phi-\frac1{D_1}\left[\frac1{4D_1D_2}-\frac3{8D_1^2}\right]\sin\phi. \tag{3}$$

Each order brings in one new harmonic, and with it one new denominator.

Write $b_m$ for the full coefficient of $\sin m\phi$ in $G$. A finite chain that closes on itself can be relaxed numerically from the force law alone and its displacements Fourier analysed. Take 144 atoms over 89 substrate periods, so $w=89/144$, close to the golden mean $(\sqrt5-1)/2$, with $K=0.03$. This $w$ is rational, but $D_m$ does not vanish for $m<144$, so the low orders are unaffected. Here $D_1=3.4746$, $D_2=1.8257$ and $D_3=0.7825$. Equation (2) gives $b_1=-0.03/3.4746=-8.634\times10^{-3}$, and the second order gives

$$b_2=\frac{0.03^2}{2\times3.4746\times1.8257}=7.094\times10^{-5}.$$

The relaxed chain has $b_1=-8.634265\times10^{-3}$ and $b_2=7.0948\times10^{-5}$. The first-order value to the same number of digits is $-8.634200\times10^{-3}$. The difference, $-6.5\times10^{-8}$, is the $\sin\phi$ term of (3): its bracket is $0.03941-0.03106=0.00835$, and $-0.00835\times0.03^3/3.4746=-6.5\times10^{-8}$. For the third harmonic the chain and (3) both give $-1.7172\times10^{-6}$.

### (d) The leading part of every harmonic

**Show that harmonic $m$ first appears at order $K^m$. Find a recursion for its leading coefficient, and decide whether that coefficient can vanish.**

*Solution.* Suppose that, for each $l<j$, $G_l$ contains harmonics up to $l$ only, all with the parity of $l$. The source of $G_j$ is a sum of products $G_{l_1}G_{l_2}\cdots$ with $l_1+l_2+\dots=j-1$, each multiplied by $\sin\phi$ or $\cos\phi$. Such a product reaches at most harmonic $j-1$, with the parity of $j-1$. The last factor shifts this by one, up or down. So $G_j$ contains harmonics up to $j$ only, with the parity of $j$. As $G_1$ fits the pattern, every order does.

Now let $\gamma_m$ be the coefficient of $e^{im\phi}$ in $G_m$, the highest harmonic of that order. Write the sine as

$$\sin(\phi+G)=\frac1{2i}\left[e^{i\phi}e^{iG}-e^{-i\phi}e^{-iG}\right].$$

To obtain $e^{im\phi}$ at order $K^m$, the first term needs harmonic $m-1$ from factors $G_l$ of total order $m-1$. This is possible only if every factor supplies its highest harmonic. The second term would need harmonic $m+1$ from total order $m-1$, which is impossible. With $z$ as a counting variable and $[z^n]$ for the coefficient of $z^n$,

$$-D_m\gamma_m=\frac1{2i}\,[z^{m-1}]\exp\Big(i\sum_l\gamma_lz^l\Big).$$

Multiply by $i$ and set $i\gamma_m=(-1)^m\beta_m$. Let

$$\mathcal E(z)=\exp\Big(\sum_{l\ge1}\beta_lz^l\Big)=\sum_{n\ge0}E_nz^n .$$

The exponential with alternating signs is $\mathcal E(-z)$, whose coefficient of $z^{m-1}$ is $(-1)^{m-1}E_{m-1}$. The equation becomes $-D_m(-1)^m\beta_m=\frac12(-1)^{m-1}E_{m-1}$, or

$$\beta_m=\frac{E_{m-1}}{2D_m},\qquad E_0=1,\qquad nE_n=\sum_{l=1}^n l\beta_lE_{n-l}. \tag{4}$$

The last relation follows from $z\mathcal E'=\big(\sum_l l\beta_lz^l\big)\mathcal E$. Since $\gamma_m=-i(-1)^m\beta_m$, adding the complex conjugate harmonic gives

$$b_m=2(-1)^m\beta_mK^m+O(K^{m+2}). \tag{5}$$

The first cases are $\beta_1=1/2D_1$, $\beta_2=1/4D_1D_2$ and $\beta_3=(\beta_2+\beta_1^2/2)/2D_3$. They reproduce the results of (b) and (c).

Every quantity in (4) is a sum of products of positive numbers, so $\beta_m>0$ for all $m$. No leading coefficient vanishes by cancellation, whatever the irrational $w$. The cosine potential has a single harmonic, yet the chain's response contains all of them.

The expansion can be tested as a whole. For $w=89/144$, the sum through $K^7$ differs from the relaxed chain by at most $2.54\times10^{-10}$ at $K=0.1$ and $6.71\times10^{-8}$ at $K=0.2$. The error grows as $K^{8.05}$, close to the power 8 of the first omitted order.

### (e) Energy, and the winding number of a free chain

**So far $w$ was given. Find the energy per atom to second order in $K$, and the $w$ of lowest energy for a long chain with free ends.**

*Solution.* Measure energy per atom in units of $ka^2$, so that $V_0$ becomes $K/4\pi^2$. The spacing divided by $a$ is $w+\Delta G/2\pi$, where $\Delta G=G(\phi+2\pi w)-G(\phi)$ has zero mean. With angle brackets for the average over $\phi$,

$$e(w)=\frac12\Big(w-\frac ba\Big)^2+\frac{\langle(\Delta G)^2\rangle}{8\pi^2}+\frac K{4\pi^2}\big(1-\langle\cos(\phi+G)\rangle\big).$$

Insert $G=-(K/D_1)\sin\phi$. First, $\langle[\sin(\phi+2\pi w)-\sin\phi]^2\rangle=1-\cos2\pi w=D_1/2$, so the bond term is $K^2/16\pi^2D_1$. Next, $\langle\cos(\phi+G)\rangle\approx-\langle G\sin\phi\rangle=K/2D_1$, so the substrate term gains $-K^2/8\pi^2D_1$. Half of the gain is spent on the bonds:

$$e(w)=\frac12\Big(w-\frac ba\Big)^2+\frac K{4\pi^2}-\frac{K^2}{16\pi^2D_1}+\dots$$

Setting $de/dw=0$, with $dD_1/dw=4\pi\sin2\pi w$, gives

$$w-\frac ba=-\frac{K^2\sin2\pi w}{4\pi D_1^2}. \tag{6}$$

Away from simple fractions this is, to second order in $K$, the winding number of lowest energy in the limit of a long chain. If $b/a$ lies close to a fraction such as $1/2$, the chain can lower its energy by taking that fraction exactly, and (6) does not apply. The substrate also acts on the ends, and it can hold a finite chain in other stable states with a somewhat different $w$.

Just below $w=1$ the sine is negative and the shift is positive: the chain stretches towards registry with the substrate. At misfit $s=1-w\ll1$ the shift is approximately $K^2/32\pi^4s^3$. It grows quickly as $s$ falls, until the expansion itself fails.

## Second half: near-rational winding numbers and a film example

The symbols carried over are these. The substrate period is $a$, the natural bond length $b$, the spring constant $k$, the potential amplitude $V_0$, and $K=4\pi^2V_0/ka^2$. The winding number $w$ is the mean spacing over $a$. An atom with undisplaced phase $\phi$ is displaced by $aG(\phi)/2\pi$, and $b_m$ is the coefficient of $\sin m\phi$ in $G$. The operator $L$, the second difference along the chain, multiplies harmonic $m$ by $-D_m$, with $D_m=4\sin^2(\pi mw)$. The first half gave $b_1\approx-K/D_1$ and, to leading order, $b_m=2(-1)^m\beta_mK^m$ with $\beta_m=E_{m-1}/2D_m>0$. Here $E_n$ is the coefficient of $z^n$ in $\exp(\sum_l\beta_lz^l)$.

### (f) Close to a fraction

For irrational $w$, the expansion of the hull function in $K$ exists at every order, each harmonic $m$ first appears at order $K^m$ with a nonzero coefficient, and the energy gives the preferred $w$ of a long free chain away from simple fractions. What remains is the behaviour near and at fractions, the question of convergence, and the example of a MoS2 row on MoSe2.

All numerical values are calculated from the stated model.
